# Second-Order Barrier Errors from Learned Potentials, part 2

A learned potential shifts both the energies and the positions of a saddle and a minimum. We seek the resulting error of the barrier for an atom hopping through a solid.

The reference energy is \(V(r)\), and the error \(d(r)\) is learned minus reference. The surface \(V+\lambda d\) is the reference at \(\lambda=0\) and the learned one at \(\lambda=1\). At a reference stationary point \(r_0\), \(d\) has value \(d_0\), gradient \(g\) and Hessian \(D\), while \(V\) has Hessian \(H\). The first displacement is \(u=-H^{-1}g\), and \(V'''[u,u,u]\) is the third derivative of \(V\) at \(r_0\) contracted with \(u\) three times. For a smooth, small error, the stationary energy shifts at \(\lambda=1\) by

\[
d_0-\tfrac12g^{T}H^{-1}g
+\tfrac12u^{T}Du+\tfrac16V'''[u,u,u]+\cdots .
\]

The barrier error \(\Delta B\) is this shift at the saddle \(s\) minus that at the minimum \(m\). A mode of curvature \(\kappa\) contributes \(-g^2/(2\kappa)\), with \(g\) here the gradient component along it. With symmetry zero modes, the pseudo-inverse \(H^{+}\) replaces \(H^{-1}\); a separate three-atom chain tested this.

The example models an oxygen interstitial in silicon, with hop coordinate \(x\) and host-lattice displacement \(y\):

\[
V=E_0\left(1-\frac{x^2}{a^2}\right)^2+\frac{k}{2}(y-cx)^2,
\]

with \(E_0=2.5\) eV, \(a=0.1\) nm, \(k=1000\) eV/nm² and \(c=0.5\). The saddle is at the origin, the minima are at \(\pm(0.1,0.05)\) nm, and the reference barrier is 2.5 eV. In eV/nm²,

\[
H_s=\begin{pmatrix}-750&-500\\-500&1000\end{pmatrix},
\qquad
H_m=\begin{pmatrix}2250&-500\\-500&1000\end{pmatrix}.
\]

A prescribed wave stands in for the error of a learned potential:

\[
d=A\sin(q\cdot r+\varphi),
\]

with \(A=0.06\) eV, \(q=(40,30)\) nm⁻¹ and \(\varphi=0.3\). At the saddle, \(d_s=17.73\) meV and \(g_s=(2.293,1.720)\) eV/nm, and the second-order term raises the energy by 3.49 meV. The minimum comes next.

Q: And the minimum?

A: Take the one at \((-0.1,-0.05)\) nm. The argument is \(-4-1.5+0.3=-5.2\), which gives \(d_m=53.01\) meV and \(g_m=(1.124,0.843)\) eV/nm. The determinant of \(H_m\) is \(2\times10^6\), and

\[
g_m^{T}H_m^{-1}g_m
=\frac{1000(1.124)^2+1000(1.124)(0.843)+2250(0.843)^2}{2\times10^6}\ \mathrm{eV}
=1.91\ \mathrm{meV}.
\]

The minimum is lowered by 0.95 meV. Collecting the parts, with one more digit kept,

\[
\Delta B\approx(17.731-53.007)+(3.491+0.953)
=-35.276+4.444=-30.832\ \mathrm{meV}.
\]

Newton searches for both stationary points of the learned surface give \(-30.841\) meV, or a learned barrier of 2.469 eV.

Q: Agreement to a hundredth of a meV looks better than a second-order formula deserves.

A: It is partly a cancellation. For the wave, \(D=-d_0\,qq^{T}\), so the error part of the third-order term is \(-\tfrac12d_0(q\cdot u)^2\). With the anharmonic part included, third order gives \(-0.13\) meV at the saddle and \(-0.12\) meV at the minimum. These nearly cancel in the barrier. A fair measure of the remainder is the shift of each point, where second order is off by about 0.1 meV.

The coefficients were tested away from this cancellation. With \(\lambda=\pm0.05\), the parts of the shift even and odd in \(\lambda\) reproduced the second- and third-order coefficients within 1% at both points.

Q: The formula needs the error gradient at the reference saddle. If I knew the reference saddle, I would not need a learned potential.

A: Then exchange the two surfaces. Start from the learned stationary point \(r_*\), and regard the reference as the learned surface with the perturbation \(-d\). The second-order formula becomes

\[
V(r_0)=\left[V(r_*)+d(r_*)\right]-d(r_*)
-\tfrac12\nabla d(r_*)^{T}H_L^{-1}\nabla d(r_*)+\cdots ,
\]

where \(H_L\) is the learned Hessian at \(r_*\). Two minus signs from the perturbation have cancelled in the quadratic term. The learned force vanishes at \(r_*\), so \(\nabla d(r_*)=-\nabla V(r_*)=F\), which is the reference force there. Therefore

\[
V(r_0)=V(r_*)-\tfrac12F^{T}H_L^{-1}F+O(\lambda^3).
\]

One reference calculation of energy and force at each learned stationary point is enough, together with the learned Hessian. If there are symmetry zero modes, the pseudo-inverse is used as before.

In the example, the reference energies at the learned geometries give a barrier of 2.4956 eV. The first-order error is gone, and 4.4 meV of second-order geometry error remains. The force term brings the barrier to 2.5000 eV. The last digits again profit from the cancellation between the two points. The order itself was tested at each point: halving \(\lambda\) from 0.02 to 0.01 reduced the remainder by a factor within 3% of eight.

Q: Suppose that the model's errors are unbiased. Then my average barrier is right, isn't it?

A: Not at second order. Keep \(A\) and \(q\) fixed and let the phase \(\varphi\) be uniformly distributed. With \(\theta=q\cdot r_0+\varphi\), we have \(d_0=A\sin\theta\) and \(g=A\cos\theta\,q\). The average of \(\sin\theta\) is zero, but that of \(\cos^2\theta\) is one half. The mean shift of a stationary energy is

\[
-\tfrac14A^2q^{T}H^{-1}q .
\]

Third order does not contribute. Adding \(\pi\) to the phase reverses \(d\), so all odd orders average to zero.

For the present wave, \(q^{T}H_s^{-1}q=-2.125\) eV⁻¹ and \(q^{T}H_m^{-1}q=2.4125\) eV⁻¹. The mean barrier error is

\[
-\tfrac14(0.06)^2(-2.125-2.4125)\ \mathrm{eV}=4.08\ \mathrm{meV}.
\]

Full searches over 64 equally spaced phases average to 4.085 meV, against 4.084 meV from the formula.

Q: That is small beside the scatter.

A: For a single model, yes. The root-mean-square barrier error over the phases is 32.7 meV. Removing the mean leaves a standard deviation of \(\sqrt{32.65^2-4.085^2}=32.4\) meV. If barriers from \(N\) models with independent phases are averaged, the scatter of the mean falls as \(32.4/\sqrt N\) meV, while the bias stays. The two are equal near \(N=(32.4/4.085)^2\approx63\).

Averaging the surfaces before the search is different. The sum of \(N\) such waves divided by \(N\) is again a wave with the same \(q\), and its mean squared amplitude is \(A^2/N\). At second order the bias then also falls, as \(1/N\). Both statements need independent uniform phases. An error shared by all the models is removed by neither kind of average.

Q: You keep the word "smooth" in reserve. Give me a criterion.

A: For the wave on a quadratic surface it can be derived. Put \(\beta=q^{T}H^{-1}q\), and let \(\eta=q\cdot r+\varphi\) be the phase at the learned stationary point. Stationarity reads

\[
H(r-r_0)+A\cos\eta\,q=0
\quad\Longrightarrow\quad
r-r_0=-A\cos\eta\,H^{-1}q .
\]

Contracting with \(q\) gives \(\eta-\theta=-A\beta\cos\eta\), or

\[
\theta=\eta+A\beta\cos\eta,\qquad
\frac{d\theta}{d\eta}=1-A\beta\sin\eta .
\]

If \(A|\beta|<1\), then \(\theta\) increases steadily with \(\eta\), and each phase has one stationary point. If \(A|\beta|>1\), the slope changes sign, and some phases have several. In the example \(A|\beta|\) is 0.128 at the saddle and 0.145 at the minimum, well inside the smooth range. At a saddle \(\beta\) can also be small because the modes cancel. For \(q=(150,300)\) nm⁻¹ it vanishes, yet in the quartic model the saddle moves by 0.017 nm along \(x\), and its energy shifts by 2 meV beyond first order. The criterion holds for a quadratic surface only. In this case one reference force is not enough either: the force term overshoots and turns the error of the reference saddle energy from \(-5.8\) to \(+4.3\) meV.

Q: So a model with a small energy error may still have false saddles?

A: It may. Keep the amplitude at 0.06 eV and the phase at 0.3, but let the wave run along \(x\) with wave number \(Q\). Then \(|\beta|=Q^2|(H_s^{-1})_{xx}|\), with \(|(H_s^{-1})_{xx}|=10^{-3}\) nm²/eV. For \(Q=50\) nm⁻¹ the smoothness number \(A|\beta|\) is 0.15, and one stationary point is found within 0.03 nm of \(x=0\). For \(Q=250\) nm⁻¹ it is 3.75, and three are found. These counts are for the full quartic model.

The energy amplitude was the same in both cases. The error in the gradient grows as \(AQ\), and the error in the curvature, which sets the smoothness number, grows as \(AQ^2\). A low energy error on test structures therefore does not by itself justify the second-order formula. Comparing learned and reference Hessians at the stationary points can reveal a rough error, but agreement there does not exclude one. For \(Q=250\) nm⁻¹ and phase 0 the error has no curvature at the reference saddle, yet there are three stationary points, and second order shifts the saddle by 112.5 meV where the followed saddle shifts by 44.5 meV. For \(Q\approx227\) nm⁻¹ and phase \(\pi\), the error curvature vanishes both at the reference saddle and at one learned saddle, and there are again three points.

Q: Oxygen moves in silicon at high temperature, and the atoms do not sit at stationary points. Does your second-order term survive at 1300 K?

A: It survives as a property of the static barrier, but for the present wave thermal motion changes the effective error by a similar amount. The likeness belongs to this amplitude, since the thermal change is first order in \(A\) and the geometric term is second order. The classical free energy is \(\mathcal F=-k_BT\ln\int e^{-(V+\lambda d)/k_BT}dr\), up to a constant. Its derivative with respect to \(\lambda\) is the thermal average of \(d\). To first order, the error is thus averaged over the thermal cloud.

In a harmonic well, the displacements \(r-r_0\) are Gaussian with covariance \(k_BTH_m^{-1}\). The average of a sine over a Gaussian phase of variance \(\sigma^2\) is the sine at the centre times \(e^{-\sigma^2/2}\). Here \(k_BT=112.0\) meV, and at the minimum

\[
\frac{\sigma^2}{2}=\frac{k_BT}{2}q^{T}H_m^{-1}q
=\frac{0.112\times2.4125}{2}=0.135 .
\]

This reduces 53.0 meV to 46.3 meV. On the plane \(x=0\), just \(y\) fluctuates, with variance \(k_BT/k\). There \(\sigma^2/2=0.112\times900/2000=0.050\), and 17.7 meV becomes 16.9 meV. The first-order barrier error changes from \(-35.3\) to \(-29.4\) meV.

A numerical integration of the Boltzmann factor contains all orders in \(d\) and the anharmonicity of this model. It places the dividing plane at the maximum of the free-energy profile along \(x\). It gives \(-26.3\) meV, compared with \(-30.8\) meV for the static barrier. The change of 4.6 meV has the sign of the averaging estimate and a similar size. I have not separated the rest into causes. The value depends on the dividing plane: a plane normal to the mass-weighted unstable mode gives \(-25.3\) meV, 1 meV higher.

Q: What does that do to the rate, and where are the quantum effects?

A: For the hop out of the minimum at \((-0.1,-0.05)\) nm, the static error makes the learned rate too high by the factor \(e^{30.84/112.0}=1.32\). The classical thermal treatment gives 1.26. Both are relative to the reference rate at the same temperature. The second treatment includes the change of classical prefactor, but not recrossing of the dividing plane, and with the plane normal to the unstable mode it gives 1.25. Because the wave is not symmetric, the hop out of the other minimum has a static barrier error of \(+52\) meV, and there the learned rate is too low, by the factor 0.63.

For the quantum part I assigned the oxygen mass to \(x\) and the silicon mass to \(y\), and used the harmonic correction for zero-point motion and shallow tunnelling. The quantum of the unstable mode is 47 meV, less than half of \(k_BT\). The correction multiplies the reference rate by 1.026. This factor belongs to the model, whose highest mode at the minimum lies near 630 cm⁻¹. Real interstitial oxygen has a stretch near 1100 cm⁻¹, above \(k_BT\) at 1300 K, and raising that mode alone, with the saddle modes unchanged, would give about 1.07. It is nearly the same on both surfaces. It changes the barrier error by less than 0.01 meV at this phase, and by up to 0.05 meV at other phases.

Q: How much of this should I believe for actual silicon?

A: The barrier of 2.5 eV and the hop length of 0.2 nm are roughly right for interstitial oxygen. The stiffness, the coupling and the error wave are round choices. The error gradient at the saddle has length \(\sqrt{2.293^2+1.720^2}=2.9\) eV/nm, which is large if one takes 1 eV/nm as a rough force error for a good learned potential. Scaling the whole wave down to that value divides the second-order term by about eight, to 0.5 meV. This figure belongs to the stiff modes of the model. Real interstitial oxygen has a very soft, anharmonic mode near 29 cm⁻¹ at its site, which with the oxygen mass corresponds to a curvature of about 5 eV/nm². An error gradient of 1 eV/nm along such a mode would give \(g^2/(2\kappa)\approx0.1\) eV, and the expansion would fail there. The static picture also leaves out thermal motion, which in this model, for the unscaled wave, moves the barrier error by about 5 meV at 1300 K (between \(-5.5\) and \(+6.1\) meV over the phases). For the scaled wave it is 1.7 meV, three times the second-order term. A real crystal has many more lattice modes, whose effect is not estimated here. Nor does \(\Delta B\) contain the error of the reference method itself. Finally, this hop concerns oxygen dissolved in silicon. The growth of an oxide film is a different process. It involves transport through the oxide and reaction at its interface, which have barriers of their own.

Q: Then when would you bother with the second-order term?

A: When the force correction \(\tfrac12F^{T}H_L^{-1}F\), evaluated at the learned saddle and minimum, is not small against the accuracy wanted for the barrier. It needs no knowledge of the reference geometries. If it is large, or if the learned and reference Hessians differ strongly, the expansion is no longer a safe correction, and the search should be continued on the reference surface. The numerical output below lists the separate orders for the example.

## Values computed for the example and the checks

```
reference barrier E0: 2.500 eV
half hop length a: 0.100 nm
lattice stiffness k: 1000 eV/nm^2
coupling c: 0.500
error amplitude A: 0.060 eV
error wave vector q: 40, 30 1/nm
error phase: 0.300 rad
saddle Hessian xx, xy, yy: -750, -500, 1000 eV/nm^2
saddle error gradient: 2.293, 1.720 eV/nm
saddle displacement: 0.00302 nm
saddle smoothness number A|q.H^-1.q|: 0.128
saddle first-order shift: 17.731 meV
saddle second-order shift: 3.491 meV
saddle third-order shift: -0.132 meV
saddle full shift: 21.082 meV
minimum Hessian xx, xy, yy: 2250, -500, 1000 eV/nm^2
minimum error gradient: 1.124, 0.843 eV/nm
minimum displacement: 0.00165 nm
minimum smoothness number A|q.H^-1.q|: 0.145
minimum first-order shift: 53.007 meV
minimum second-order shift: -0.953 meV
minimum third-order shift: -0.117 meV
minimum full shift: 51.923 meV
barrier error, first-order term: -35.276 meV
barrier error, second-order term: 4.444 meV
barrier error, third-order term: -0.014 meV
barrier error, first + second: -30.832 meV
barrier error, full search: -30.841 meV
learned barrier, full search: 2.46916 eV
saddle unstable mode: curvature -882.8 eV/nm^2, term 4.000 meV
saddle stable mode: curvature 1132.8 eV/nm^2, term -0.509 meV
reference barrier at learned geometries: 2.49557 eV
same with force correction: 2.50001 eV
phase-averaged barrier error, full: 4.085 meV
phase-averaged barrier error, formula: 4.084 meV
rms barrier error over phases: 32.653 meV
wave Q = 50 1/nm: smoothness number 0.15, stationary points near saddle 1
wave Q = 250 1/nm: smoothness number 3.75, stationary points near saddle 3
chain second-order coefficient, full and pseudo-inverse: -0.89523, -0.89518
temperature: 1300 K
thermal energy kT: 112.0 meV
rate ratio learned/reference, static: 1.317
classical free-energy barrier error: -26.279 meV
rate ratio learned/reference, classical thermal: 1.264
unstable-mode quantum at saddle: 47.1 meV
quantum factor of reference rate: 1.0263
quantum part of barrier error: 0.006 meV
```
